# REKS(2,2) Energy from Determinant Energies and Its Relation to Perfect-Pairing GVB, part 2

REKS(2,2) treats two electrons in two active orbitals $a,b$ outside a doubly occupied core. The orbitals are real, orthonormal and shared by both spins, with $n_a+n_b=2$ and $x=n_an_b$. In $a\bar b$ the bar marks spin down. The energy is

$$E=\frac{n_a}{2}E[a\bar a]+\frac{n_b}{2}E[b\bar b]-\frac{f(x)}{2}\Big(E[a\bar b]+E[\bar ab]-E[ab]-E[\bar a\bar b]\Big). \tag{1}$$

$$f(x)=x^{\,p(x)},\qquad p(x)=1-\frac{x+\delta}{2(1+\delta)},\qquad \delta=0.4, \tag{2}$$

As $E=\sum_LC_LE_L$, with $L$ over $a\bar a,b\bar b,a\bar b,\bar ab,ab,\bar a\bar b$, the weights are

$$C=\Big(\frac{n_a}{2},\ \frac{n_b}{2},\ -\frac f2,\ -\frac f2,\ +\frac f2,\ +\frac f2\Big). \tag{11}$$

$$E_L=V_{nn}+\sum_ih_{ii}+J[\rho_L]+E_{xc}[\rho_L^\uparrow,\rho_L^\downarrow],\qquad J[\rho]=\tfrac12(\rho|\rho). \tag{12}$$

Here $V_{nn}$ is the nuclear repulsion, $h$ the kinetic energy plus nuclear attraction, $\rho_L^\sigma$ the spin densities, and $(pq|rs)$ the Coulomb integral of $p^*q$ with $r^*s$. Exact exchange means $E_{xc}=-\frac12\sum_{ij}\delta_{\sigma_i\sigma_j}(\phi_i\phi_j|\phi_j\phi_i)$, with $\phi_i,\sigma_i$ the orbital and spin of electron $i$. Spin-flip symmetry gives

$$E=\frac{n_a}{2}E[a\bar a]+\frac{n_b}{2}E[b\bar b]-f(x)\,\Delta,\qquad \Delta=E[a\bar b]-E[ab]. \tag{13}$$

With core density $\rho_c$,

$$\Delta=E_{xc}\big[\tfrac12\rho_c+a^2,\ \tfrac12\rho_c+b^2\big]-E_{xc}\big[\tfrac12\rho_c+a^2+b^2,\ \tfrac12\rho_c\big]. \tag{14}$$

For exact exchange $\Delta=K=(ab|ab)>0$, and $f=\sqrt x$ gives the energy of the perfect-pairing generalized valence bond (GVB) function

$$\Psi=c_a|a\bar a|-c_b|b\bar b|,\qquad c_a=\sqrt{n_a/2},\quad c_b=\sqrt{n_b/2}. \tag{7}$$

At equal orbitals and occupations, with exact exchange,

$$E_{\rm REKS}-E_{\rm GVB}=(\sqrt x-f)\,K\ \ge 0, \tag{3}$$

where the equality is derived and the sign remains to be proved.

Energies are in aJ or kJ/mol, lengths in pm. In the computed values, "C 2p" compares the coupling $(ab|ab)$ with the split $(ab|ba)$ for carbon STO-3G functions: real $p_x,p_y$ and complex $(p_x\pm ip_y)/\sqrt2$.

## Occupations, orbitals, the variational relation to GVB and worked examples

The symbols and results taken over are these. The orbitals are real and orthonormal, with a filled core and active orbitals $a,b$ of occupations $n_a+n_b=2$, and $x=n_an_b$. The energy is $E=\sum_LC_LE_L$ with the weights (11), or in the form (13), $E=\frac{n_a}{2}E[a\bar a]+\frac{n_b}{2}E[b\bar b]-f(x)\Delta$ with $\Delta=E[a\bar b]-E[ab]$. For exact exchange $\Delta=K=(ab|ab)>0$, the choice $f=\sqrt x$ gives the energy $E_{\rm GVB}$ of $\Psi=c_a|a\bar a|-c_b|b\bar b|$, and $E_{\rm REKS}-E_{\rm GVB}=(\sqrt x-f)K$. The REKS function is $f=x^{p(x)}$ with $p=1-s(x+\delta)$, where $s=1/(2(1+\delta))$ and $\delta=0.4$. In addition $D=E[b\bar b]-E[a\bar a]$, and with $n_a=2-n_b$

$$E=E[a\bar a]+\tfrac12n_bD-f(x)\Delta. \tag{15}$$

The sign in (3) follows from the exponent. Since $s(1+\delta)=\frac12$, one has $p-\frac12=s(1+\delta)-s(x+\delta)=s(1-x)$, and

$$f=\sqrt x\;x^{\,s(1-x)}=\sqrt x\,\exp\big[s(1-x)\ln x\big]. \tag{16}$$

For $0<x<1$ the factor $1-x$ is positive and $\ln x$ is negative, so the exponential is smaller than one and $f<\sqrt x$. At $x=1$ both functions are 1 and at $x=0$ both are 0. With $K>0$ this proves (3). Near equal occupation put $n_a=1+\eta$, $n_b=1-\eta$, so that $x=1-\eta^2$ and $\ln x=-\eta^2+O(\eta^4)$. The exponent in (16) is $-s\eta^4+O(\eta^6)$, and

$$\sqrt x-f=\sqrt x\,\big[s\eta^4+O(\eta^6)\big]=s\eta^4+O(\eta^6).$$

The two energies differ at fourth order in the departure from equal occupation. Direct evaluation at $\eta=10^{-3}$ gives $(\sqrt x-f)/\eta^4=0.35714$, which is $s=1/2.8$. The largest value of $\sqrt x-f$ on a fine grid is 0.1696, reached at $x=0.144$. At equal orbitals and occupations REKS with exact exchange thus lies at most about $0.17K$ above GVB.

At fixed orbitals the occupation minimizes (15). From $x=n_b(2-n_b)$ one has $dx/dn_b=2-2n_b=n_a-n_b$, and the stationarity condition is

$$\frac D2=\Delta\,f'(x)\,(n_a-n_b). \tag{17}$$

For the REKS function $\ln f=p\ln x$ and $dp/dx=-s$, so $f'=f\,[p/x-s\ln x]$, which is positive on $0<x\le1$. As $n_b\to0$, $f'$ grows as $p_0x^{p_0-1}$ with $p_0=p(0)=6/7<1$, so for $\Delta>0$ the right side of (17) tends to $+\infty$; as $n_b\to2$ it tends to $-\infty$. A root exists for any finite $D$, and it is unique if the right side decreases monotonically, that is if $f$ is concave as a function of $n_b$. For $\sqrt x=\sqrt{1-\eta^2}$, a semicircle, concavity is evident from the second derivative $-(1-\eta^2)^{-3/2}$. For the REKS function with $\delta=0.4$ it was tested numerically: all second differences on a fine grid of $n_b$ are negative. For $\Delta>0$ the energy (15) is then convex in $n_b$, and both occupations lie strictly between 0 and 2 at its minimum, because the slope of $E$ is $-\infty$ at $n_b=0$ and $+\infty$ at $n_b=2$. For $D>0$ the root has $n_a>n_b$, and for $D=0$ it is $n_a=n_b=1$.

For GVB, $f'=1/(2\sqrt x)$ and $n_a-n_b=2\eta$, so (17) reads $D/2=K\eta/\sqrt{1-\eta^2}$. Squaring gives $D^2(1-\eta^2)=4K^2\eta^2$, and $\eta$ has the sign of $D$:

$$\eta=\frac{D}{\sqrt{D^2+4K^2}},\qquad n_b=1-\eta,\qquad\sqrt x=\frac{2K}{\sqrt{D^2+4K^2}} .$$

In terms of $\eta$ the energy is $\bar E-\eta D/2-\sqrt xK$ with $\bar E=\frac12(E[a\bar a]+E[b\bar b])$. The two subtracted terms add to $(D^2/2+2K^2)/\sqrt{D^2+4K^2}=\frac12\sqrt{D^2+4K^2}$, so

$$E_{\rm GVB}=\bar E-\sqrt{D^2/4+K^2}, \tag{18}$$

the lower eigenvalue of the $2\times2$ Hamiltonian matrix with diagonal $\bar E\mp D/2$ and off-diagonal element $K$.

The two functions behave differently at weak coupling, $K\ll D$. To leading order in small $n_b$, $x\approx2n_b$, $n_a-n_b\approx2$ and $f\approx x^{p_0}$; for REKS the neglected factor is $x^{-sx}=\exp(-sx\ln x)\to1$. Equation (17) with $\Delta=K$ becomes $D/2=2Kp_0(2n_b)^{p_0-1}$, whence

$$n_b\approx\frac12\Big(\frac{4p_0K}{D}\Big)^{1/(1-p_0)}. \tag{19}$$

For GVB $p_0=\frac12$ and $n_b\approx2K^2/D^2$. For REKS $1-p_0=s\delta=1/7$, and $n_b$ scales as the seventh power of $K/D$. At $K/D=0.02$ equation (19) gives $2(0.02)^2=8.0\times10^{-4}$ and $\frac12(4\cdot\frac67\cdot0.02)^7=3.564\times10^{-9}$. A direct numerical minimization of (15) gives $7.990\times10^{-4}$ and $3.564\times10^{-9}$, and halving $K/D$ gives the powers 1.999 and 7.000. The energy follows by multiplying the leading-order condition by $n_b/p_0$, which gives $K(2n_b)^{p_0}=n_bD/(2p_0)$, so that $E-E[a\bar a]\approx-\frac12n_bD(1/p_0-1)$. This is $-K^2/D$ for GVB, the second-order pair energy, and $-n_bD/12$ for REKS, of order $D(K/D)^7$. In this regime the function (2) removes the pair energy almost entirely and REKS reduces to the restricted single determinant. The regime is narrow. At fixed $D$ and $K$ the REKS lowering below $E[a\bar a]$ is 0.2% of the GVB lowering at $K/D=0.1$, 12% at $0.2$ and 52% at $0.3$; at $K/D=0.2$ equation (19) gives $n_b=0.036$ where the minimum of (15) lies at 0.065, and above $K/D\approx0.205$ the REKS $n_b$ exceeds the GVB one. An ordinary $\pi$ bond can lie outside the regime: planar ethylene, with the bond lengths, angles and basis of the example below, has $K/D=0.24$ at the GVB orbitals, and REKS with exact exchange gives $n_b=0.158$ against 0.101 and keeps 31% of the GVB lowering from the restricted Hartree–Fock energy.

The orbitals are fixed by the second stationarity condition. Expand them in a fixed orthonormal basis as the columns of an orthogonal matrix $U$, and let $n_L^\sigma$ be the diagonal matrix of occupations, 0 or 1, of spin $\sigma$ in determinant $L$. The density matrices are $P_L^\sigma=Un_L^\sigma U^T$. Each $E_L$ depends on the orbitals through them, and $dE_L=\sum_\sigma{\rm tr}(F_L^\sigma\,dP_L^\sigma)$ defines the symmetric matrix $F_L^\sigma$. For exact exchange, (12) in the basis is

$$E_L=V_{nn}+\sum_{pq}h_{pq}P_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\Big[P_{pq}P_{rs}-\sum_\sigma P^\sigma_{pr}P^\sigma_{qs}\Big],\qquad P=P^\uparrow+P^\downarrow,$$

and differentiation, in which each quadratic term gives two equal contributions that cancel the factor $\frac12$, yields the Fock matrix $F^\sigma_{pq}=h_{pq}+\sum_{rs}[(pq|rs)P_{rs}-(pr|qs)P^\sigma_{rs}]$. For a functional the last term is replaced by the matrix of $\delta E_{xc}/\delta\rho^\sigma$. With $dP=dU\,nU^T+Un\,dU^T$ and $F$ symmetric the two terms of the trace are equal, and $dE_L=2\sum_\sigma{\rm tr}(n_L^\sigma U^TF_L^\sigma\,dU)$. Orthogonality is kept to first order by $dU=U\kappa$ with $\kappa^T=-\kappa$. Writing $\tilde F=U^TFU$, the trace is $\sum_{pq}n_p\tilde F_{pq}\kappa_{qp}$, and the pair of terms $(p,q)$, $(q,p)$ combines to $\kappa_{pq}\tilde F_{pq}(n_q-n_p)$. The weights change with $U$ through the optimal $n_b$, but $E$ is stationary in $n_b$ by (17), so this change does not enter at first order. Therefore

$$dE=2\sum_{p<q}\kappa_{pq}\,G_{pq},\qquad G_{pq}=\sum_{L,\sigma}C_L\,\big(n^\sigma_{L,q}-n^\sigma_{L,p}\big)\,\tilde F^\sigma_{L,pq}, \tag{20}$$

and the optimal orbitals satisfy $G_{pq}=0$. Core–core and empty–empty pairs have equal occupations in every determinant and drop out. The pair $a,b$ does not drop out, so the energy depends on the rotation between the active orbitals. The gradient was tested against a finite difference of the occupation-optimized REKS energy, with exact exchange, at a random set of orbitals of ethylene.

The fully optimized GVB energy equals the singlet CASSCF(2,2) energy, the lowest energy of a singlet with two electrons distributed in all ways over two orbitals outside a closed core, with orbitals optimized. For given real active orbitals $u_1,u_2$, a singlet has a symmetric spatial function $\sum_{ij}M_{ij}u_i(1)u_j(2)$ with $M=M^T$. The Hamiltonian matrix is real, so the lowest root has real $M$. A real symmetric matrix is diagonalized by a rotation $O$, $M=O\,{\rm diag}(c_1,c_2)O^T$, and with $a=\sum_iu_iO_{i1}$, $b=\sum_iu_iO_{i2}$ the function is $c_1a(1)a(2)+c_2b(1)b(2)$ with $c_1^2+c_2^2=1$. Its energy is $c_1^2E[a\bar a]+c_2^2E[b\bar b]+2c_1c_2K$. If $c_1c_2$ were positive, reversing the sign of $c_2$ would give a singlet in the same space lower by $4c_1c_2K$, so the lowest root has $c_1c_2\le0$ and is of the form (7). The CASSCF minimum is thus a GVB function, and every GVB function is a CAS(2,2) singlet, so the two minima are equal. The construction was tested in random orbitals of ethylene, where $M$ has a sizable off-diagonal element: the eigenvalues have opposite signs, and (1) with $f=\sqrt x$ in the rotated orbitals reproduces the lowest singlet root.

Two bounds follow for exact exchange. At the REKS optimum (3) gives $E_{\rm REKS}^{\min}\ge E_{\rm GVB}\ge E_{\rm GVB}^{\min}$. The REKS minimum also lies no higher than the REKS energy at the GVB optimum, which is $E_{\rm GVB}^{\min}+(\sqrt x-f)K$ with $x$ and $K$ taken there. Hence

$$0\le E_{\rm REKS}^{\min}-E_{\rm GVB}^{\min}\le\big[(\sqrt x-f)K\big]_{\rm GVB\ optimum}. \tag{21}$$

The restricted Hartree–Fock (RHF) energy is the minimum of $E[a\bar a]$, the value of (15) at $n_b=0$, so $E_{\rm REKS}^{\min}$ lies below it. With exact exchange the REKS energy is an upper bound to the singlet ground-state energy in the basis, because it lies above the expectation value $E_{\rm GVB}$; with an approximate functional that argument is lost. These statements concern global minima, and a numerical search finds a local one. All of them concern one pair: a molecule with more than two orbitals of strongly fractional occupation, as in the breaking of a double bond, lies outside both (1) and (7).

The first example is ethylene with one CH$_2$ group twisted rigidly by $60^\circ$, at a typical, unoptimized geometry (C–C 135 pm, C–H 108 pm, angle HCC $121^\circ$), in the 6-31G basis with exact exchange. The core has seven orbitals, and the search starts with the highest occupied and lowest empty RHF orbitals as $a$ and $b$. Sums of rounded entries may differ from the quoted totals by one unit in the last place. Minimizing (1) with $f=\sqrt x$ gives $E[a\bar a]=-339.71600$ aJ, $E[b\bar b]=-338.31959$ aJ, $E[a\bar b]=-339.04048$ aJ and $E[ab]=-339.59975$ aJ, so $D=1.39642$ aJ and $K=0.55928$ aJ. Then

$$\sqrt{D^2/4+K^2}=\sqrt{0.69821^2+0.55928^2}\ {\rm aJ}=0.89459\ {\rm aJ},\qquad\eta=\frac{0.69821}{0.89459}=0.78048,$$

which gives $n_a=1.78048$, $n_b=0.21952$, $x=0.39085$ and $\sqrt x=0.62518$. From (15),

$$E_{\rm GVB}=-339.71600+0.10976\times1.39642-0.62518\times0.55928=-339.91238\ {\rm aJ},$$

where the two corrections are $+0.15327$ and $-0.34965$ aJ. Equation (18) gives the same, $-339.01779-0.89459$ aJ. An independent CASSCF(2,2) calculation gives $-339.91238$ aJ, and the test also finds its smaller natural occupation equal to $1-\eta$. The RHF energy is $-339.72431$ aJ, so GVB lies 0.18807 aJ, or 113.3 kJ/mol, below it. CASSCF(2,2) is a reference for the algebra and not for the molecule: it omits all correlation outside the active pair and carries the error of a small basis.

At the GVB optimum the REKS exponent is $p=1-0.35714\times(0.39085+0.4)=0.71755$, and with $\ln x=-0.93943$ one finds $f=e^{-0.67409}=0.50962$. The upper bound in (21) is $(0.62518-0.50962)\times0.55928=0.06463$ aJ. Minimizing with (2), starting from the GVB orbitals, gives $E[a\bar a]=-339.71194$ aJ, $D=1.21399$ aJ, $K=0.52692$ aJ, $n_a=1.63534$, $n_b=0.36466$, $x=0.59634$, $f=0.71677$, and

$$E_{\rm REKS}=-339.71194+0.18233\times1.21399-0.71677\times0.52692=-339.86827\ {\rm aJ}.$$

Condition (17) holds: the left side divided by $K$ is $1.21399/(2\times0.52692)=1.1520$, and with $p=0.64416$, $\ln x=-0.51694$, the right side divided by $K$ is $0.71677\times(1.08020+0.18462)\times1.27068=1.1520$. The REKS energy lies 0.14396 aJ (86.7 kJ/mol) below RHF and 0.04411 aJ (26.6 kJ/mol) above GVB, inside the bound of 0.06463 aJ. Relative to the GVB lowering from RHF, REKS with exact exchange recovers $0.14396/0.18807=77\%$. These values depend on the basis: in 6-31G* GVB and REKS lie 106.6 and 78.9 kJ/mol below RHF and 27.7 kJ/mol apart, the fraction is 74%, and $n_b$ is 0.2065 for GVB and 0.3525 for REKS.

The occupation $n_b$ is larger in REKS than in GVB here, 0.365 against 0.220, opposite to the weak-coupling order. At fixed orbitals the direction follows from (17), evaluated at the GVB orbitals and occupation; the value 0.365 also includes the relaxation of the orbitals, which this argument does not cover. There $D/2K=1.39642/1.11856=1.248$, while the REKS slope is $f'(n_a-n_b)=0.50962\times(1.83588+0.33551)\times1.56096=1.727$. Since $1.727>1.248$, the derivative of (15) with respect to $n_b$ is negative at that point, and by convexity the REKS minimum at these orbitals lies at larger $n_b$; solving (17) there gives $n_b=0.337$. The function $f$ starts below $\sqrt x$ and meets it at $x=1$, so it is the steeper of the two wherever the gap $\sqrt x-f$ is closing, as it is at $x=0.391$. REKS occupations are therefore not uniformly closer to integers than GVB occupations. With the local density approximation (Slater exchange, VWN5 correlation) at the GVB orbitals, (14) gives $\Delta=0.157$ aJ, which is 28% of $K$ (29% in the 6-31G* basis), so at these orbitals and at given occupations the coupling term is reduced by the replacement of $K$ with $\Delta$ as well as by that of $\sqrt x$ with $f$.

The second example is the dissociation of H$_2$, which has no core. At large distance $R$ take $a=(A+B)/\sqrt2$ and $b=(A-B)/\sqrt2$, where $A$ and $B$ are equivalent functions on the two atoms whose product $AB$ and matrix element $h_{AB}$ are negligible. Then $a^2=b^2=\frac12(A^2+B^2)$ at every point and $h_{aa}=h_{bb}=h_{AA}$. The determinants $a\bar a$, $b\bar b$ and $a\bar b$ have the same one-electron energy and the same spin densities, $\frac12(A^2+B^2)$ for each spin. For a functional of the spin densities (12) then gives $E[a\bar a]=E[b\bar b]=E[a\bar b]$. Thus $D=0$, and for $\Delta>0$ the occupations are $n_a=n_b=1$. Equation (15) becomes

$$E=E[a\bar a]-f(1)\big(E[a\bar b]-E[ab]\big)=E[ab]+\big[1-f(1)\big]\Delta .$$

The determinant $ab$ has spin-up density $a^2+b^2=A^2+B^2$ and no spin-down density, which describes one spin-up electron on each atom. For spherical, non-overlapping $A^2$ and $B^2$ the interatomic Coulomb terms, in units of $e^2/(4\pi\varepsilon_0R)$, are $-1-1$ from the attraction of each electron to the other nucleus, $+1$ from the cross term of $J$ and $+1$ from $V_{nn}$, which sum to zero. A local or semilocal $E_{xc}$ is additive over non-overlapping densities. So $E[ab]$ is twice the energy of a spin-polarized atom with orbital $A$. With $f(1)=1$ the REKS energy is $E[ab]$ for every such $A$, and its minimum over $A$ is twice the spin-polarized atomic energy of the same functional. For any other value of $f(1)$ the energy at given $A$ differs from $E[ab]$ by $[1-f(1)]\Delta$. The spin densities of the weighted sum remain equal, so the limit is reached without breaking spin symmetry. The restricted determinant $a\bar a$ alone describes two unpolarized atoms, each with half an electron of each spin. The argument is confined to inversion-symmetric orbitals, and the calculation starts from such orbitals.

At $R=1000$ pm in the cc-pVDZ basis with the same local density approximation, minimization of (13) gives $n_a=1.00000$, $E[a\bar a]=E[b\bar b]=E[a\bar b]=-3.86210$ aJ and $E[ab]=-4.16325$ aJ. Then $\Delta=0.30115$ aJ and $E=-3.86210-0.30115=-4.16325$ aJ. Two separately computed spin-polarized atoms give $-4.16327$ aJ. The two values differ by between 0.00001 and 0.00002 aJ; this residue persists on a finer integration grid, and its origin was not examined. The restricted Kohn–Sham energy is $-3.86999$ aJ, slightly below $E[a\bar a]$ at the REKS orbitals because its orbital minimizes $E[a\bar a]$ itself, and it lies 0.293 aJ, or 177 kJ/mol, above the REKS energy; in the aug-cc-pVTZ basis this gap is 0.288 aJ, or 173 kJ/mol. The atomic reference is that of the approximate functional in a finite basis, with its self-interaction error, so the agreement shows the correct separation into atoms and not the accuracy of the atomic energy.

## Computed values

```
delta = 0.40 (dimensionless)
(sqrt x - f)/eta^4 at eta=1e-3 = 0.35714 (dimensionless)
max of sqrt x - f = 0.1696 (dimensionless)
  reached at x = 0.144 (dimensionless)
GVB nb at K/D=0.02 = 7.990e-04 (dimensionless)
GVB power of K/D = 1.999 (dimensionless)
REKS nb at K/D=0.02 = 3.564e-09 (dimensionless)
REKS power of K/D = 7.000 (dimensionless)
C 2p real: coupling and split = 0.15812 aJ
C 2p complex: coupling = 0.00000 aJ
C 2p complex: split = 0.31624 aJ
C2H4/6-31G: rCC 135.0 pm, rCH 108.0 pm, HCC 121.0 deg, twist 60.0 deg
RHF = -339.72431 aJ
CASSCF(2,2) = -339.91238 aJ
GVB, ensemble with f=sqrt x = -339.91238 aJ
GVB orbitals E[a abar] = -339.71600 aJ
GVB orbitals E[b bbar] = -338.31959 aJ
GVB orbitals E[a bbar] = -339.04048 aJ
GVB orbitals E[a b] = -339.59975 aJ
GVB D = 1.39642 aJ
GVB K = 0.55928 aJ
GVB na = 1.78048 (dimensionless)
GVB nb = 0.21952 (dimensionless)
GVB x = 0.39085 (dimensionless)
GVB sqrt x = 0.62518 (dimensionless)
REKS f at GVB x = 0.50962 (dimensionless)
(sqrt x - f)K at GVB optimum = 0.06463 aJ
REKS orbitals E[a abar] = -339.71194 aJ
REKS orbitals E[b bbar] = -338.49794 aJ
REKS orbitals E[a bbar] = -339.12360 aJ
REKS orbitals E[a b] = -339.65051 aJ
REKS D = 1.21399 aJ
REKS K = 0.52692 aJ
REKS na = 1.63534 (dimensionless)
REKS nb = 0.36466 (dimensionless)
REKS x = 0.59634 (dimensionless)
REKS f = 0.71677 (dimensionless)
REKS, exact exchange = -339.86827 aJ
GVB - RHF = -0.18807 aJ = -113.26 kJ/mol
REKS - RHF = -0.14396 aJ = -86.69 kJ/mol
REKS - GVB = 0.04411 aJ = 26.56 kJ/mol
LDA Delta at GVB orbitals = 0.15682 aJ
H2/cc-pVDZ, LDA: R 1000.0 pm
H2 E[a abar] = -3.86210 aJ
H2 E[b bbar] = -3.86210 aJ
H2 E[a bbar] = -3.86210 aJ
H2 E[a b] = -4.16325 aJ
H2 na = 1.00000 (dimensionless)
H2 REKS-LDA = -4.16325 aJ
2 E(H) UKS-LDA = -4.16327 aJ
H2 RKS-LDA = -3.86999 aJ
H2 RKS - REKS = 0.29327 aJ = 176.61 kJ/mol
```
